# Zero-Point Motion and the Effective Coordinate Temperature of an Oxide Trap: a numerical check

```python
# Result under test: a harmonic mode of energy hw at temperature T has the
# coordinate density of a classical oscillator at
#   T_eff = hw/(2 kB) * coth(hw/(2 kB T)),  which tends to hw/(2 kB) at T = 0.
# Symbols: x coordinate (pm), M modal mass, lam relaxation energy (meV),
# S = lam/hw, drive = energy released between the two surface minima (meV).
# Both surfaces are diagonalized on a grid; energies are in meV throughout.
import numpy as np
from scipy import constants as const
from scipy.special import ive, gammaln, polygamma

kB = const.k / const.e * 1e3
hw, lam, mass_u = 60.0, 1800.0, 20.0
S = lam / hw
M = mass_u * const.atomic_mass
h2_2M = const.hbar**2 / (2 * M) / (const.e * 1e-3) * 1e24   # meV pm^2
half_force = hw**2 / (4 * h2_2M)                            # meV / pm^2
shift = np.sqrt(lam / half_force)

dx = 0.8
x = dx * np.arange(-170, 226)
origin = 170
diff = np.arange(len(x))[:, None] - np.arange(len(x))[None, :]
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = h2_2M / dx**2 * np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)


def solve(potential):
    return np.linalg.eigh(kinetic + np.diag(potential))


V = half_force * x**2
E_i, U_i = solve(V)
E_f, U_f = solve(half_force * (x - shift)**2)
overlap2 = (U_f.T @ U_i)**2          # row: final level, column: initial level
assert np.allclose(E_i[:20], hw * (np.arange(20) + 0.5), atol=1e-5)


def populations(T):
    if T == 0:
        w = np.zeros(len(x))
        w[0] = 1.0
        return w
    w = np.exp(-(E_i - E_i[0]) / (kB * T))
    return w / w.sum()


def t_eff(T):
    base = hw / (2 * kB)
    return base if T == 0 else base / np.tanh(hw / (2 * kB * T))


def overlap_weight(p, T):
    """Line weight for p quanta released, from the explicit overlaps."""
    w = populations(T)
    return sum(w[n] * overlap2[n + p, n] for n in range(60) if n + p >= 0)


def gaussian_weight(drive, T):
    """Same weight from a Gaussian line shape using T_eff."""
    var = 2 * lam * kB * t_eff(T)
    return hw / np.sqrt(2 * np.pi * var) * np.exp(-(drive - lam)**2 / (2 * var))


print(f"mode energy: {hw:.1f} meV; modal mass: {mass_u:.1f} u")
print(f"relaxation energy: {lam:.0f} meV; Huang-Rhys factor S: {S:.1f}")
print(f"Boltzmann constant: {kB:.7f} meV/K")
print(f"displacement between minima: {shift:.2f} pm")

# Local temperature from the computed density, and moments of the line shape
points = (np.abs(x) >= 2.0) & (np.abs(x) <= 20.0)
for T in (0, 77, 300, 400):
    w = populations(T)
    rho = (U_i**2) @ w
    local_T = -V[points] / (kB * np.log(rho[points] / rho[origin]))
    assert np.allclose(local_T, t_eff(T), rtol=1e-6)
    mean_V = np.sum(rho * V)
    assert abs(mean_V - kB * t_eff(T) / 2) < 1e-6
    rms = np.sqrt(np.sum(rho * x**2))
    gap = E_f[:, None] - E_i[None, :]
    joint = overlap2 * w[None, :]
    mean_gap = np.sum(joint * gap)
    var_gap = np.sum(joint * (gap - mean_gap)**2)
    assert abs(mean_gap / lam - 1) < 1e-6
    assert abs(var_gap / (2 * lam * kB * t_eff(T)) - 1) < 1e-6
    print(f"T = {T} K: T_eff from density {local_T.min():.2f} to "
          f"{local_T.max():.2f} K, formula {t_eff(T):.2f} K")
    print(f"   rms coordinate {rms:.3f} pm, mean potential energy "
          f"{mean_V:.3f} meV, gap std {np.sqrt(var_gap):.1f} meV")
    if T:
        print(f"   population outside ground level: {w[1:].sum():.3e}")

hot = 2000.0
hot_series = hot + hw**2 / (12 * kB**2 * hot)
assert abs(t_eff(hot) - hot_series) < 0.01 * (hot_series - hot)
print(f"zero-temperature k_B*T_eff: {kB * t_eff(0):.3f} meV")

# Does T_eff give the transition weight? Compare with the true overlaps.
for T in (0, 300):
    for p in (-8, 0, 8, 30):
        true = overlap_weight(p, T)
        if T == 0:
            ref = np.exp(-S + p * np.log(S) - gammaln(p + 1)) if p >= 0 else 0.0
        else:
            b = hw / (2 * kB * T)
            z = S / np.sinh(b)
            ref = np.exp(-S / np.tanh(b) + p * b + z) * ive(abs(p), z)
        assert abs(true - ref) <= 1e-4 * ref
        gauss = gaussian_weight(p * hw, T)
        if p == 30:
            assert abs(gauss / true - 1) < 0.02
        if p == 0:
            assert gauss > 5 * true
        ratio = f"{gauss / true:.4g}" if true > 0 else "unbounded"
        print(f"T = {T} K, drive {p * hw:.0f} meV: true weight {true:.3e}, "
              f"T_eff Gaussian {gauss:.3e}, ratio {ratio}")

T_rate = -lam / (4 * kB * np.log(overlap2[0, 0]))
assert abs(T_rate / (t_eff(0) / 2) - 1) < 1e-5
print(f"rate-exponent temperature at 0 K, zero drive: {T_rate:.2f} K")
depth_nm = 1.0
field = 8 * hw * 1e-3 / (depth_nm * 1e-7) / 1e6
print(f"oxide field for 480 meV shift at {depth_nm:.1f} nm depth: "
      f"{field:.2f} MV/cm")

# Neglected effect: anharmonicity (Morse surface with the same curvature)
D = 5000.0
a = np.sqrt(half_force / D)
_, U_m = solve(D * (1 - np.exp(-a * x))**2)
rho_m = U_m[:, 0]**2
var_m = np.sum(rho_m * x**2) - np.sum(rho_m * x)**2
var_exact = float(polygamma(1, 4 * D / hw - 1)) / a**2
assert abs(var_m / var_exact - 1) < 1e-6
T_morse = 2 * half_force * var_m / kB
V_cross = half_force * (shift / 2)**2
V_cross_m = D * (1 - np.exp(-a * shift / 2))**2
print(f"Morse depth: {D:.0f} meV; variance temperature at 0 K: {T_morse:.2f} K")
print(f"energy at harmonic crossing coordinate: harmonic {V_cross:.1f} meV, "
      f"Morse (stretched side) {V_cross_m:.1f} meV")

# Neglected effect: part of the relaxation energy in a stiffer mode
hw2, share = 140.0, 0.2
S1, S2 = (1 - share) * lam / hw, share * lam / hw2
m = np.arange(150)
P1 = np.exp(-S1 + m * np.log(S1) - gammaln(m + 1))
P2 = np.exp(-S2 + m * np.log(S2) - gammaln(m + 1))
joint = P1[:, None] * P2[None, :]
energy = hw * m[:, None] + hw2 * m[None, :]
mean_E = np.sum(joint * energy)
T_two = np.sum(joint * (energy - mean_E)**2) / (2 * lam * kB)
T_mean = ((1 - share) * hw + share * hw2) / (2 * kB)
assert abs(T_two / T_mean - 1) < 1e-8
print(f"second mode: {hw2:.0f} meV with {100 * share:.0f} % of relaxation energy")
print(f"two-mode gap-variance temperature at 0 K: {T_two:.2f} K")

print("done: every assertion held")
```

Printed output:

```
mode energy: 60.0 meV; modal mass: 20.0 u
relaxation energy: 1800 meV; Huang-Rhys factor S: 30.0
Boltzmann constant: 0.0861733 meV/K
displacement between minima: 45.72 pm
T = 0 K: T_eff from density 348.14 to 348.14 K, formula 348.14 K
   rms coordinate 4.173 pm, mean potential energy 15.000 meV, gap std 328.6 meV
T = 77 K: T_eff from density 348.22 to 348.22 K, formula 348.22 K
   rms coordinate 4.174 pm, mean potential energy 15.004 meV, gap std 328.7 meV
   population outside ground level: 1.183e-04
T = 300 K: T_eff from density 423.94 to 423.94 K, formula 423.94 K
   rms coordinate 4.605 pm, mean potential energy 18.266 meV, gap std 362.7 meV
   population outside ground level: 9.818e-02
T = 400 K: T_eff from density 496.24 to 496.24 K, formula 496.24 K
   rms coordinate 4.983 pm, mean potential energy 21.381 meV, gap std 392.4 meV
   population outside ground level: 1.754e-01
zero-temperature k_B*T_eff: 30.000 meV
T = 0 K, drive -480 meV: true weight 0.000e+00, T_eff Gaussian 2.572e-12, ratio unbounded
T = 0 K, drive 0 meV: true weight 9.358e-14, T_eff Gaussian 2.228e-08, ratio 2.381e+05
T = 0 K, drive 480 meV: true weight 1.523e-06, T_eff Gaussian 2.286e-05, ratio 15.01
T = 0 K, drive 1800 meV: true weight 7.263e-02, T_eff Gaussian 7.284e-02, ratio 1.003
T = 300 K, drive -480 meV: true weight 2.666e-13, T_eff Gaussian 1.724e-10, ratio 646.5
T = 300 K, drive 0 meV: true weight 1.356e-08, T_eff Gaussian 2.951e-07, ratio 21.77
T = 300 K, drive 480 meV: true weight 3.087e-05, T_eff Gaussian 8.764e-05, ratio 2.839
T = 300 K, drive 1800 meV: true weight 6.597e-02, T_eff Gaussian 6.600e-02, ratio 1
rate-exponent temperature at 0 K, zero drive: 174.07 K
oxide field for 480 meV shift at 1.0 nm depth: 4.80 MV/cm
Morse depth: 5000 meV; variance temperature at 0 K: 349.71 K
energy at harmonic crossing coordinate: harmonic 450.0 meV, Morse (stretched side) 335.9 meV
second mode: 140 meV with 20 % of relaxation energy
two-mode gap-variance temperature at 0 K: 440.97 K
done: every assertion held
```
